# Zone-centre levels of silicon in the empty-lattice approximation

## Question

I am stuck on an exercise about the band structure of silicon. It says: "In the empty-lattice approximation, show that the first nonzero zone-centre levels lie about 15.3 eV above the lowest state."

I took free-electron waves that fit the cubic cell of edge $a\approx0.543$ nm. The longest one that fits, apart from the constant, has wave vector $2\pi/a$ along a cube edge. Its energy is

$$
\frac{\hbar^2}{2m}\left(\frac{2\pi}{a}\right)^2\approx 5.1\ \text{eV},
$$

which is a third of what I am supposed to find. Where does the factor of three come from? Should I be using an effective mass? And if the lattice is empty, how can the answer know anything about silicon?

## Answer

Your energy is correct for the wave you chose, but that wave does not belong to the zone centre of silicon. The cubic cell is larger than the smallest repeating cell, so fitting into the cubic cell is too weak a condition.

**What the approximation keeps**

The potential is replaced by a constant, which I take as the zero of energy. What remains of silicon is its set of lattice translations, used to sort the free-electron states by their Bloch vector $\mathbf k$. Silicon has a face-centred cubic lattice with two atoms per lattice point. Its primitive translations are

$$
\mathbf a_1=\frac a2(0,1,1),\quad
\mathbf a_2=\frac a2(1,0,1),\quad
\mathbf a_3=\frac a2(1,1,0).
$$

The mass $m$ is the free-electron mass. An effective mass describes the curvature of a band near one of its extrema after the crystal potential has acted. Here there is no such potential, and the kinetic energy is that of a free electron.

**Which waves belong to the zone centre**

A plane wave $e^{i\mathbf q\cdot\mathbf r}$ solves the Schrödinger equation, because each derivative brings down a factor $i$ times a component of $\mathbf q$:

$$
-\frac{\hbar^2}{2m}\nabla^2 e^{i\mathbf q\cdot\mathbf r}
=\frac{\hbar^2q^2}{2m}\,e^{i\mathbf q\cdot\mathbf r}.
$$

A Bloch state obeys $\psi(\mathbf r+\mathbf R)=e^{i\mathbf k\cdot\mathbf R}\psi(\mathbf r)$ for every lattice translation $\mathbf R$. At the zone centre $\mathbf k=0$, so the state must be unchanged by every $\mathbf R$. For a plane wave this means

$$
e^{i\mathbf q\cdot\mathbf R}=1 .
$$

The vectors $\mathbf q$ that satisfy this are the reciprocal lattice vectors $\mathbf G$. By Fourier's theorem, their plane waves build up every function with the period of the lattice, so no zone-centre level is missed.

Write $\mathbf q=(2\pi/a)(n_1,n_2,n_3)$, at first with any real $n_i$. The translation by $a$ along the first cube edge is a lattice translation, since

$$
-\mathbf a_1+\mathbf a_2+\mathbf a_3
=\frac a2\,(0+1+1,\,-1+0+1,\,-1+1+0)=(a,0,0).
$$

It gives the phase $2\pi n_1$, which must be a multiple of $2\pi$, so $n_1$ is an integer. The same argument along the other two edges makes $n_2$ and $n_3$ integers. This is as far as your condition went.

The primitive translations demand more. For the first of them,

$$
\mathbf q\cdot\mathbf a_1
=\frac{2\pi}{a}\,\frac a2\,(n_2+n_3)=\pi(n_2+n_3),
$$

and likewise

$$
\mathbf q\cdot\mathbf a_2=\pi(n_1+n_3),\qquad
\mathbf q\cdot\mathbf a_3=\pi(n_1+n_2).
$$

Each phase must be a multiple of $2\pi$, so each of the three sums must be even. Two integers have an even sum when both are even or both are odd. Hence $n_1,n_2,n_3$ are **all even or all odd**. Conversely, any such triple makes all three sums even. It then passes the test for every lattice translation, because each one is a sum of integer multiples of $\mathbf a_1,\mathbf a_2,\mathbf a_3$.

**The lowest levels**

Put $N=n_1^2+n_2^2+n_3^2$. With $\hbar=h/2\pi$ the factors of $2\pi$ cancel:

$$
E_N=\frac{\hbar^2}{2m}\left(\frac{2\pi}{a}\right)^2N
=\frac{h^2}{4\pi^2}\,\frac{1}{2m}\,\frac{4\pi^2}{a^2}\,N
=\frac{h^2}{2ma^2}\,N .
$$

The lowest state has $N=0$: it is the constant wave, with zero energy. For the next level, take the two kinds of triple in turn.

- If all three integers are odd, each square is at least 1, so $N\ge3$. Equality requires $(\pm1,\pm1,\pm1)$, which gives $2^3=8$ waves.
- If all three are even and not all zero, at least one has magnitude 2 or more, so $N\ge4$. Equality requires one entry $\pm2$ and two zeros, which gives 6 waves.

The first nonzero level therefore has $N=3$:

$$
E_{111}=\frac{3h^2}{2ma^2},
$$

with eight orbital states, or sixteen when spin is counted. This is your factor of three: the shortest nonzero reciprocal lattice vector points along a body diagonal of the cube and has length $\sqrt3\,(2\pi/a)$.

Now insert the value from your question, $a=0.543$ nm:

$$
E_{111}=\frac{3\,(6.626070\times10^{-34}\ \text{J s})^2}
{2\,(9.109384\times10^{-31}\ \text{kg})(0.543\times10^{-9}\ \text{m})^2}
=2.452\times10^{-18}\ \text{J}=15.30\ \text{eV}.
$$

Equivalently, the energy unit is $h^2/(2ma^2)=5.101$ eV, and three units make 15.30 eV. The sixfold level above it lies at four units, or 20.41 eV.

These levels can be tested without reciprocal vectors. I discretized $-\hbar^2\nabla^2/2m$ with sixth-order finite differences on the primitive cell, using 12 points per edge and periodic boundaries. This gave one level at zero, eight between 15.303 and 15.311 eV, and six at 20.407 eV. The continuum energies within each group are equal, as derived above, so the spread of about 7.5 meV in the group of eight is a grid error. It shrinks as the sixth power of the grid spacing.

**Where your 5.1 eV state went**

Your wave has $(n_1,n_2,n_3)=(1,0,0)$. Under $\mathbf a_1,\mathbf a_2,\mathbf a_3$ its phases are $0,\pi,\pi$, so it is multiplied by $+1,-1,-1$. It changes sign under two primitive translations and cannot have $\mathbf k=0$. Its Bloch vector is $(2\pi/a)(1,0,0)$, the point called X on the zone boundary.

The cubic cell has volume $a^3$, and the primitive cell has volume $a^3/4$. If you describe the crystal with the cubic cell, you use fewer translations to label the states, and the Brillouin zone is four times smaller. The X states are then folded onto the zone centre. The same finite-difference calculation on the cubic cell does give six states at 5.101 eV, one for each of $(\pm1,0,0)$, $(0,\pm1,0)$ and $(0,0,\pm1)$. The states and their energies are the same; only the label has changed. The same care is needed in atomistic calculations with enlarged cells: a level at the centre of the small zone need not be a zone-centre level of the primitive crystal.

You can also follow the states from the centre to X. For $\mathbf k=(2\pi/a)(x,0,0)$ with $0\le x\le1$, the wave vector is $\mathbf k+\mathbf G$. The lowest band starts from $\mathbf G=0$ and has

$$
E=\frac{h^2}{2ma^2}\,x^2 ,
$$

which reaches your 5.1 eV at $x=1$. The eight states of the $N=3$ level have

$$
E=\frac{h^2}{2ma^2}\left[(x\pm1)^2+1+1\right]
=\frac{h^2}{2ma^2}\left(3\pm2x+x^2\right),
$$

with four states for each sign. At $x=0$ both branches return to three units. At $x=1$ the lower one has come down to two units, about 10.2 eV. The eightfold degeneracy thus belongs to the centre itself and is split as soon as one moves along this line.

**How much of this survives in real silicon**

Of the effects considered here, the largest by far is that the potential in real silicon is not constant. To size the effect, I added a local empirical pseudopotential at $\mathbf k=0$, keeping $a$ fixed. With the two atoms of the cell at $\pm\boldsymbol\tau$, where $\boldsymbol\tau=(a/8)(1,1,1)$, it couples the waves $\mathbf G$ and $\mathbf G'$ by

$$
V_N\cos\left[(\mathbf G-\mathbf G')\cdot\boldsymbol\tau\right],
$$

where $N$ now belongs to the difference $\mathbf G-\mathbf G'$. Rough typical strengths for silicon are $V_3=-0.21$ Ry, $V_8=0.04$ Ry and $V_{11}=0.08$ Ry; the others are set to zero. With 339 plane waves, and energies measured from the lowest level of the same calculation, the result is:

- a threefold level at 12.6 eV;
- a second threefold level at 16.0 eV;
- the next state at 16.5 eV.

Going from 137 to 339 waves moved none of the eight lowest levels by more than about 8 meV, so the basis is not the limitation. The model itself is: it has no nonlocal part and no spin-orbit coupling, and its strengths are rough.

The first excited level is now 2.7 eV below the empty-lattice value, a change of about 18% of 15.3 eV. The eightfold degeneracy is gone as well. Silicon has eight valence electrons per primitive cell, enough to fill four bands with both spins. At the zone centre these are the lowest state and the first threefold level, so 12.6 eV is this model's distance from the bottom to the top of the valence bands there. The separation of 3.4 eV between the two threefold levels is its direct gap at $\mathbf k=0$. It is not the fundamental gap of silicon, which is roughly 1.1 eV and connects different values of $\mathbf k$. With these rough strengths the model puts that indirect gap lower, near 0.8 eV.

The other effects I considered are much smaller:

- Spin-orbit coupling splits the top of the valence bands by roughly 0.04 eV, a typical value that I did not calculate.
- Thermal expansion matters through $E_{111}\propto a^{-2}$, which gives $\delta E/E\approx-2\,\delta a/a$ for small changes. With a rough expansion coefficient of $2.6\times10^{-6}$ per kelvin, heating by 100 K lowers $E_{111}$ by about 8 meV, or slightly more, since the coefficient grows above room temperature. This is the shift of the empty-lattice level only. The levels of real silicon also move through lattice vibrations, and its fundamental gap falls by a few tens of meV over such a range.
- For the free electron at 15.3 eV, the relativistic correction to the kinetic energy is about $-0.23$ meV. This does not include the larger effects near the nuclei of real silicon, where electrons move much faster.

So 15.3 eV is of the same scale as the 12.6 eV that this model gives between the bottom and the top of the valence bands at the zone centre. It is not the empty-lattice value of that occupied width. Eight electrons per primitive cell, a density $n=32/a^3$, fill free-electron states only up to $\hbar^2(3\pi^2n)^{2/3}/2m\approx12.5$ eV, so in the empty lattice the 15.3 eV level is unoccupied. It should not be used for a gap or for carrier transport in a device. The empty lattice has no gap at all, and its eight states at 15.3 eV do not separate into valence and conduction states until the crystal potential is restored.

The full set of values is in the numerical output below.

## Computed results

```
EMPTY LATTICE
lattice constant a (rough input)      0.543 nm
Planck constant h                     6.626070e-34 J s
free-electron mass m                  9.109384e-31 kg
energy unit h^2/(2 m a^2)             5.101 eV
length of G(111)                      20.04 1/nm
wavelength 2 pi/G(111)                0.3135 nm
first excited level E_111             2.4520e-18 J
first excited level E_111             15.30 eV
second excited level E_200            20.41 eV
REAL-SPACE CHECK, 12 points per cell edge
primitive cell, lowest level          0.000 eV
primitive cell, next 8 states, from   15.303 eV
primitive cell, next 8 states, to     15.311 eV
primitive cell, next 6 states, from   20.407 eV
primitive cell, next 6 states, to     20.407 eV
cubic cell, first 6 excited, from     5.101 eV
cubic cell, first 6 excited, to       5.101 eV
phase factors of wave (1,0,0)         +1, -1, -1
NEGLECTED CRYSTAL POTENTIAL (local pseudopotential, k = 0)
form factor, N =  3 (rough input)     -0.21 Ry
form factor, N =  8 (rough input)     +0.04 Ry
form factor, N = 11 (rough input)     +0.08 Ry
plane waves in small and large basis  137, 339
largest change between the bases      8.10 meV
first threefold level above lowest    12.61 eV
second threefold level above lowest   16.04 eV
next state above lowest               16.50 eV
separation of the threefold levels    3.42 eV
first threefold level minus E_111     -2.69 eV
SMALLER NEGLECTED EFFECTS
spin-orbit splitting (rough input)    0.04 eV
expansion coefficient (rough input)   2.6e-06 1/K
temperature rise (input)              100 K
thermal-expansion shift of E_111      -7.95 meV
relativistic shift of E_111           -0.229 meV
```
